# How much resistance does a small void add to a via?

**Q:** I have a metal via with a small spherical void in it, and I want the added resistance. I cut the via into thin slices across the current. A slice at height $z$ from the void's centre has lost the area $\pi(a^2-z^2)$, so I take its resistance as resistivity times thickness over remaining area, and add the slices. For a small void that should be right to leading order. Is it?

**A:** Let us first fix what you are computing. The via is a straight cylinder of radius $b$, length $L$, area $A=\pi b^2$ and resistivity $\rho$. Its side wall is insulating and its ends are equipotentials. The void is empty, insulating, of radius $a\ll b$, and far from the ends. The metal obeys Ohm's law locally, and the same direct current $I$ flows with and without the void. With $q(z)=\pi(a^2-z^2)$, your sum is

$$\Delta R_{\rm s}=\rho\int_{-a}^{a}\left[\frac{1}{A-q}-\frac1A\right]dz .$$

Since $q\ll A$, expand $1/(A-q)=1/A+q/A^2+q^2/A^3+\dots$ The two integrals needed are

$$\int_{-a}^{a}q\,dz=\frac{4\pi a^3}{3}\equiv v,\qquad \int_{-a}^{a}q^2dz=\frac{16\pi^2a^5}{15}.$$

The second term relative to the first is $16\pi^2a^5/(15Av)=\tfrac45(a/b)^2$, so

$$\Delta R_{\rm s}=\frac{\rho v}{A^2}\left[1+\frac45\frac{a^2}{b^2}+\dots\right].$$

The integration is sound. The trouble is in the resistance you gave each slice.

**Q:** Every slice carries the whole current, and slices in series add. What else is there?

**A:** Resistances add in series if the surfaces where they join are equipotentials. Your slices join on flat planes, so you have assumed that the potential depends on $z$ alone. But the current must move sideways to pass the void, and a sideways current needs a sideways field.

The sign of the error follows from minimum dissipation. Hold the end-to-end voltage $V$ fixed for this argument. Let $\phi$ be the true potential and $\phi+\delta$ a trial potential with the same end values, so $\delta=0$ on the ends. The trial power is

$$\frac1\rho\int|\nabla\phi+\nabla\delta|^2d^3r=\frac{V^2}{R}+\frac2\rho\int\nabla\phi\cdot\nabla\delta\,d^3r+\frac1\rho\int|\nabla\delta|^2d^3r .$$

Because $\nabla^2\phi=0$, the middle integral equals the surface integral of $\delta\,\partial_n\phi$. It vanishes: $\delta=0$ on the ends, and $\partial_n\phi=0$ on the insulating surfaces. A trial potential therefore gives a power no smaller than $V^2/R$. Your slice potential is such a trial, with power $V^2/R_{\rm s}$. Hence $V^2/R_{\rm s}\ge V^2/R$, or $R\ge R_{\rm s}$: slicing gives a lower bound.

**Q:** A bound could still be tight. The void is tiny, so perhaps the sideways field matters at the next order.

**A:** Shrinking the void does not make the flow around it straighter. The pattern keeps its shape and scales with $a$. We have to solve for it.

Put the origin at the void's centre and $z$ along the current, with $\theta$ measured from $z$. Without the void, the field is $E_0=\rho I/A$ and the potential is $-E_0r\cos\theta$. Try $f(r)\cos\theta$ in Laplace's equation:

$$f''+\frac{2f'}{r}-\frac{2f}{r^2}=0 .$$

For $f=r^n$ this requires $n^2+n-2=0$, so $n=1$ or $n=-2$. The first is the uniform field, the second a dipole. With distant walls,

$$\phi=-E_0\left(r+\frac{p\,a^3}{r^2}\right)\cos\theta .$$

The radial current density is

$$J_r=-\frac1\rho\frac{\partial\phi}{\partial r}=\frac{E_0}{\rho}\left(1-\frac{2p\,a^3}{r^3}\right)\cos\theta .$$

No current enters the void, so $J_r=0$ at $r=a$, which gives $p=\tfrac12$. On the void's surface

$$\phi(a,\theta)=-\tfrac32E_0a\cos\theta .$$

One third of this surface potential comes from the dipole, however small $a$ is. The tangential field has magnitude $\tfrac32E_0\sin\theta$, so the current density at the void's equator is half as large again as the undisturbed one.

**Q:** That is a local field. How do I get from it to the resistance between the ends?

**A:** Compare two solutions carrying the same current $I$: the true one, $(\phi,\mathbf J)$, and the one without a void, $(\phi_0,\mathbf J_0)$, with $J_0=I/A$ along $z$. In the metal, both currents are divergence-free, so

$$\nabla\cdot(\phi\mathbf J_0-\phi_0\mathbf J)=\mathbf J_0\cdot\nabla\phi-\mathbf J\cdot\nabla\phi_0=-\frac{\nabla\phi_0\cdot\nabla\phi}{\rho}+\frac{\nabla\phi\cdot\nabla\phi_0}{\rho}=0 .$$

Now integrate over the metal and collect the outward fluxes.

- The side wall gives nothing, since neither current crosses it.
- The outlet gives nothing if both potentials are set to zero there.
- At the inlet the potentials are $V$ and $V_0$, and the outward current is $-I$. This gives $-I(V-V_0)$.
- On the void, $\mathbf J$ has no normal part. The normal pointing out of the metal is $-\hat{\mathbf r}$, so $\phi\mathbf J_0$ gives $-J_0\oint\phi\cos\theta\,dS$.

The sum is zero, hence

$$V-V_0=-\frac{J_0}{I}\oint\phi\cos\theta\,dS .$$

A constant added to $\phi$ does not matter, because $\oint\cos\theta\,dS=0$. Insert the surface potential and use $\oint a\cos^2\theta\,dS=4\pi a^3/3=v$:

$$V-V_0=\frac{J_0}{I}\,\frac32E_0v=\frac{3}{2}\frac{E_0v}{A}.$$

Divide by $I$ and use $E_0=\rho I/A$:

$$\boxed{\Delta R=\frac32\,\frac{\rho v}{A^2}}$$

If you had put the undisturbed potential $-E_0a\cos\theta$ into the same integral, you would have found $\rho v/A^2$, your slice result. The missing half is the dipole's own potential on the void.

**Q:** So the true increase is 3/2 times larger than mine.

**A:** It is 3/2 times as large, or 50% larger. "3/2 times larger" can be read as a factor of 5/2.

**Q:** One thing bothers me. A dipole potential falls as $1/r^2$. Far from the void it is gone, so how can it change the voltage between distant ends?

**A:** It would be gone in unbounded metal. In a via, the side wall confines the dipole's current, and that leaves a constant potential step. The same calculation gives the first effect of the wall on your coefficient.

Take the void on the axis and let $u$ be the distance from the axis. Let $E$ be the nearly uniform field that acts on the void, including the wall's response. The dipole potential is $-\tfrac12Ea^3z/r^3$. From the standard integral $1/r=(2/\pi)\int_0^\infty\cos(kz)K_0(ku)\,dk$, differentiation with respect to $z$ gives

$$\frac{z}{r^3}=\frac2\pi\int_0^\infty k\sin(kz)\,K_0(ku)\,dk .$$

To stop the current at $u=b$, add a solution that is regular on the axis by replacing $K_0(ku)$ with $K_0(ku)+B(k)I_0(ku)$. The radial derivative at the wall is proportional to $-K_1(kb)+B\,I_1(kb)$. Setting it to zero gives $B=K_1(kb)/I_1(kb)$.

Far along the via, small $k$ dominates. There $K_1(kb)\approx1/(kb)$ and $I_1(kb)\approx kb/2$, so $B\approx2/(k^2b^2)$, while $I_0\approx1$. For $z\to+\infty$ the added term tends to

$$-\frac{Ea^3}{2}\,\frac2\pi\int_0^\infty\frac{2}{b^2}\frac{\sin kz}{k}\,dk=-\frac{Ea^3}{b^2},$$

because the integral of $\sin(kz)/k$ is $\pi/2$. For $z\to-\infty$ the sign is reversed. The far potential is constant on each side, so it carries no current, but it adds a voltage drop $2Ea^3/b^2$. With $E=E_0=\rho I/A$,

$$\Delta R=\frac{2\rho a^3}{Ab^2}=\frac{2\pi\rho a^3}{A^2}=\frac32\frac{\rho v}{A^2},$$

which agrees with the surface integral.

**Q:** And if the void is not so small compared with the via?

**A:** Then $E$ differs from $E_0$. The wall term gives an extra axial field at the void's centre, found from minus its $z$ derivative:

$$E_{\rm wall}=\frac{Ea^3}{\pi}\int_0^\infty k^2\frac{K_1(kb)}{I_1(kb)}\,dk=W\frac{a^3}{b^3}E,\qquad W=\frac1\pi\int_0^\infty t^2\frac{K_1(t)}{I_1(t)}\,dt=0.797 .$$

Since $E=E_0+E_{\rm wall}$, we have $E=E_0/(1-Wa^3/b^3)$, and therefore

$$\Delta R=\frac{\rho v}{A^2}\,C,\qquad C\approx\frac{3/2}{1-W(a/b)^3} .$$

This neglects the variation of the wall's field across the void. Here is $C$ from a finite-element solution of Laplace's equation for a centred void, beside this formula and the full slice integral:

| $a/b$ | field solution | dipole and wall | slices |
|---|---|---|---|
| 0.10 | 1.501 | 1.501 | 1.008 |
| 0.20 | 1.510 | 1.510 | 1.033 |
| 0.35 | 1.553 | 1.553 | 1.110 |
| 0.50 | 1.666 | 1.666 | 1.255 |

The field solution takes the resistance from the dissipated power. Evaluating the reciprocity integral on its surface potential gives the same four values. As the void shrinks, the slice coefficient tends to 1 and the true one to 3/2. Finer slices cannot close that gap.

**Q:** Can you show that the sideways flow is what I missed?

**A:** Make sideways conduction easier and leave the axial conductivity alone. Your slice potential has no sideways gradient, so its trial power is unchanged and it remains a bound. The power of any other trial potential rises or stays the same, so at fixed voltage the true power cannot fall and the true resistance cannot rise. At $a/b=0.35$, the field solution gives $C=1.553$ for equal conductivities, 1.188 when the transverse one is 10 times the axial one, and 1.120 when it is 100 times. The slice value is 1.110. Removing the cost of sideways flow moves the answer towards yours.

**Q:** Then there should be voids for which slicing works in an ordinary metal.

**A:** A long, thin void lying along the current is one. In the reciprocity integral, $\cos\theta$ becomes the $z$ component of the surface normal. The long sides contribute nothing, and the ends are separated by a potential close to $E_0\ell$, where $\ell$ is the void's length. Disturbances near the ends are of order $E_0$ times the void's radius, which is small beside $E_0\ell$. The coefficient therefore tends to 1.

A round hole running straight across the current goes the other way. In two dimensions the potential is $-E_0(r+a^2/r)\cos\theta$, whose radial derivative vanishes at $r=a$. The surface potential is twice the undisturbed one, so the coefficient is 2, provided that the hole spans a via of rectangular section and is thin compared with it. The number 3/2 belongs to the sphere.

**Q:** What if the void sits against a boundary?

**A:** Two cases follow from symmetry. In the solution for the sphere, the plane $z=0$ is an equipotential. Cut there, and you have a hemispherical void resting on an ideal equipotential end. It has half the volume and half the added resistance, so the coefficient is still 3/2 with the hemisphere's own volume. A plane containing the $z$ axis is crossed by no current. Cut there, and you have a hemisphere on an insulating side wall, with the same coefficient while $a\ll b$, so that the wall looks flat. These results are for hemispheres. A whole sphere close to a boundary feels its mirror image, and the coefficient shifts: about 1.62 when it touches the side wall and 1.35 when it touches an ideal end, returning to 1.51 and 1.48 when its centre is $2a$ away.

**Q:** Let me put in numbers for a through-silicon via: radius 2500 nm, length 50000 nm, resistivity 2.0 µΩ cm, and a centred void of radius 500 nm.

**A:** The area is $A=1.9635\times10^7$ nm² and the void's volume is $v=5.236\times10^8$ nm³. Since 1 µΩ cm is 10 Ω nm, the intact resistance is

$$R_0=\frac{\rho L}{A}=\frac{20\times50000}{1.9635\times10^7}\ \Omega=50.93\ \text{m}\Omega .$$

The slice estimate is a fraction $v/(AL)=5.33\times10^{-4}$ of this, or 27.2 µΩ. The dipole result is

$$\Delta R=1.5\times27.16\ \mu\Omega=40.7\ \mu\Omega,$$

which is 0.080% of $R_0$. The algebra holds in atomic units too, where the unit of resistance is $\hbar/e^2$; there the increase is $9.92\times10^{-9}$.

Suppose you work backwards and infer the void's size from the increase. The leading slice law overestimates the volume by a factor 1.5 and the radius by $1.5^{1/3}=1.145$. You would report about 572 nm instead of 500 nm.

**Q:** How far can I trust 40.7 µΩ? Electrons in a good metal travel tens of nanometres between collisions.

**A:** The wall correction is small: $a/b=0.20$ raises the increase by 0.64%. The mean free path $\lambda$ matters more. Take a spherical Fermi surface, $\lambda\ll a$, and a void surface that scatters electrons diffusely. At depth $d$, an electron leaving the surface at direction cosine $\mu$ to the normal has travelled $d/\mu$ since it lost its drift. Its contribution to the current along the surface is reduced by the fraction $e^{-d/(\lambda\mu)}$. The weight of each direction is $\tfrac34(1-\mu^2)$, which integrates to 1 over $-1<\mu<1$. Integrating the loss over depth gives an equivalent thickness of missing conductor,

$$s=\frac34\int_0^1(1-\mu^2)\,\lambda\mu\,d\mu=\frac34\lambda\left(\frac12-\frac14\right)=\frac{3\lambda}{16}.$$

This is a negative sheet current $\mathbf K=-(s/\rho)\mathbf E_t$ on the void, where $\mathbf E_t$ is the tangential field. Charge conservation requires $J_r=-\nabla_s\cdot\mathbf K$ at $r=a$, with $\nabla_s$ the surface gradient. Now $\mathbf E_t=-\nabla_s\phi$ and $\nabla_s^2\cos\theta=-2\cos\theta/a^2$, so $J_r=2s\phi/(\rho a^2)$. Inserting the potential with general $p$ on both sides gives

$$1-2p=-\frac{2s}{a}(1+p)\quad\Rightarrow\quad p=\frac{1+2s/a}{2(1-s/a)}\approx\frac12\left(1+\frac{3s}{a}\right).$$

The far potential step is proportional to $p$, so $\Delta R$ rises by the fraction $3s/a=9\lambda/(16a)$. With $\lambda=40$ nm, $s=7.5$ nm and the rise is 4.5% to first order in $\lambda/a$; higher orders add about 0.1 percentage point here. The value of $\lambda$ is the larger uncertainty: free electrons at copper's density and 2.0 µΩ cm have $\lambda\approx33$ nm, which gives 3.7%. If the via's side wall also scatters diffusely, the conducting area shrinks by the fraction $2s/b=0.6\%$, and $1/A^2$ adds another 1.2%. With all three corrections, the estimate is about 43 µΩ.

**Q:** Could I measure that?

**A:** Temperature is the first obstacle. With a temperature coefficient of 0.004 per K, a drift of $8.0\times10^{-4}/0.004=0.20$ K imitates the void.

The measuring current also heats the via. Let $T$ be the temperature rise, with both ends held cold and no heat lost through the side. Then $\kappa T''=-\rho J^2$, where $\kappa$ is the thermal conductivity and $J$ the current density. With $z$ now measured from one end, $T=\rho J^2z(L-z)/(2\kappa)$. The average of $z(L-z)$ is $L^2/6$, so the mean rise is $\rho J^2L^2/(12\kappa)$. The Wiedemann–Franz law at 300 K gives $\kappa=366$ W/(m K). At 0.1 MA/cm² the mean rise is 0.011 K, which adds 2.3 µΩ, about 6% of the void's signal. Heat loss through the side would lower this. An intact via measured at the same current and with the same cooling has nearly the same heating, so a comparison removes most of it. The two vias must also match in size, however: since $R_0\propto1/b^2$, a radius difference of 1 nm changes $R_0$ by $2/2500=0.08\%$, as much as the void does.

**Q:** And how close is all this to a real via?

**A:** The dimensions, resistivity, mean free path and temperature coefficient are rough typical values for a micrometre-scale through-silicon via filled with a good metal. A uniform contact resistance in series adds to the total but leaves $\Delta R$ unchanged as long as the void is away from the ends. A void resting on an end also removes the contact area $\pi a^2$: for a hemisphere of radius 500 nm in this via and a specific contact resistance of $10^{-14}$ Ω m², the slicing bound alone gives at least 35 µΩ, against 20 µΩ on an ideal end. Real voids need not be spherical, and shape can move the number most: the two cylinders above have coefficients near 1 and 2, against 3/2, a change of about a third either way at equal volume. A flat void lying across the current does far more: for a small spheroid five times as wide as it is thick, the coefficient is about 4, and it grows further as the void flattens. In vias tens of nanometres wide, $\lambda$ is no longer small compared with the void, local Ohm's law fails, and neither the 3/2 nor its first-order correction should be used. The main computed values can be read in the numerical output below.

## Calculated quantities

```
via radius b = 2500 nm
via length L = 50000 nm
void radius a = 500 nm
a/b = 0.20
resistivity = 2.0 uohm cm
mean free path = 40 nm
temperature coefficient = 0.004 per K
temperature = 300 K
via area A = 1.9635e+07 nm^2
void volume v = 5.2360e+08 nm^3
intact resistance = 50.93 mohm
slice increase, leading = 27.16 uohm
dipole increase, leading = 40.74 uohm
dipole increase = 9.918e-09 hbar/e^2
dipole increase / intact R = 0.080 %
volume overestimate by slice law: factor 1.500
radius overestimate: factor 1.145
wall coefficient W = 0.7968
wall correction to increase = 0.64 %
lost layer thickness / mfp = 0.1875
lost layer thickness = 7.50 nm
mean-free-path correction = 4.50 %
test current density = 0.1 MA/cm^2
thermal conductivity = 366 W/(m K)
mean self-heating, upper estimate = 0.0114 K
self-heating change of R = 2.32 uohm
drift imitating the void = 0.200 K
coefficients C (dimensionless):
a/b   power  surface  dipole+wall  slice
0.10  1.5012  1.5012   1.5012       1.0081
0.20  1.5096  1.5096   1.5096       1.0331
0.35  1.5531  1.5531   1.5531       1.1096
0.50  1.6660  1.6660   1.6659       1.2552
surface potential/(E0 a cos), a/b=0.10: 1.5012
transverse conductivity test at a/b = 0.35:
C at ratio 1   = 1.553
C at ratio 10  = 1.188
C at ratio 100 = 1.120
C from slices  = 1.110
```
